# The driving force, phase and mode selection of coherent phonons, part 2

A femtosecond pulse drives a zone-centre phonon of frequency $\Omega$. The force $F$ on its mean displacement $Q$ from equilibrium sets the phase and selects the modes. Per cell, with mass $M$ and Hamiltonian $H$ (electronic part $H_{\rm el}$),

$$M(\ddot Q+\Omega^2Q)=F(t),\qquad F(t)=-\big[\langle\partial_QH\rangle_t-\langle\partial_QH\rangle_0\big].\tag{3}$$

For a $Q$-independent dipole, $F=-{\rm Tr}(\delta\rho\,\partial_QH)$, with $\delta\rho=\rho-\rho_0$ the change in the density matrix. The pulse is $E(t)=\mathcal E(t)\cos\omega t$, $\mathcal E=E_0e^{-t^2/4\sigma^2}$, with normalised intensity $g(t)=e^{-t^2/2\sigma^2}/\sqrt{2\pi}\sigma$; $\tilde f(\nu)=\int f(t)e^{i\nu t}dt$. If $F=F_\infty$ after the pulse,

$$Q=Q_{\rm eq}+A_s\sin\Omega t+A_c\cos\Omega t,\quad Q_{\rm eq}=\frac{F_\infty}{M\Omega^2},\quad A_s=\frac{{\rm Re}\tilde F(\Omega)}{M\Omega},\quad A_c=-\frac{{\rm Im}\tilde F(\Omega)}{M\Omega}.\tag{5}$$

The oscillation is $-\mathcal A\cos(\Omega t+\varphi)$, with $\tan\varphi=-A_s/A_c$. A step $F_0\theta(t)$ has $\tilde F=iF_0/\Omega$; delayed to $t_0$, it has $\varphi=-\Omega t_0$.

The band model has independent transitions $k$ with weights $w_k$, gaps $\Delta_k+DQ$, dipole $d$ and upper-level population $n$, so $F=-Dn$; the back-action of $DQ$ on the electrons is neglected. With $G(z)=\sum_kw_k/(\Delta_k-z-i0)$, ${\rm Im}\,G=\pi\varrho$ and $\nu_\pm=\nu\pm\Omega/2$, at order $E^2$

$$\tilde F(\Omega)=-Dd^2\int\frac{d\nu}{2\pi}\,\tilde E(\nu_+)\tilde E^*(\nu_-)\,\frac{G(\hbar\nu_+)-G^*(\hbar\nu_-)}{\hbar\Omega}.\tag{7}$$

For $G$ smooth over $\hbar\Omega$ and $\hbar/2\sigma$,

$$\tilde F(\Omega)\simeq-D\,\frac{(dE_0)^2}{4}\sqrt{2\pi}\,\sigma\,e^{-\Omega^2\sigma^2/2}\Big[{\rm Re}\,G'(\hbar\omega)+G'(-\hbar\omega)+\frac{2i\,{\rm Im}G(\hbar\omega)}{\hbar\Omega}\Big].\tag{8}$$

$$n_\infty=\frac{(dE_0)^2}{4}\,\frac{2\,{\rm Im}G(\hbar\omega)}{\hbar}\,\sqrt{2\pi}\,\sigma .\tag{9}$$

$$Q_{\rm eq}=-\frac{Dn_\infty}{M\Omega^2},\qquad A_c=-Q_{\rm eq}e^{-\Omega^2\sigma^2/2},\qquad\tan\varphi=\frac{\hbar\Omega\,[{\rm Re}G'(\hbar\omega)+G'(-\hbar\omega)]}{2\,{\rm Im}G(\hbar\omega)} .\tag{10}$$

Taylor expansion adds $[\frac12(\hbar/2\sigma)^2+\frac1{24}(\hbar\Omega)^2]\,{\rm Re}G'''$ to ${\rm Re}G'$ and $[\frac12(\hbar/2\sigma)^2+\frac18(\hbar\Omega)^2]\,{\rm Im}G''$ to ${\rm Im}G$.

For a transparent pump, with polarisability $\alpha=d^2[G(\hbar\omega)+G(-\hbar\omega)]$,

$$\bar F(t)=\tfrac14\,\partial_Q\alpha\;\mathcal E^2(t),\qquad A_s=\frac{\partial_Q\alpha\,E_0^2\sqrt{2\pi}\,\sigma\,e^{-\Omega^2\sigma^2/2}}{4M\Omega},\tag{11}$$

and, beyond the band model, for modes $Q_a$ and polarisation $\mathbf e$,

$$\bar F_a(t)=\tfrac14\,\mathcal E^2(t)\sum_{ij}e_ie_j\,\frac{\partial\alpha_{ij}}{\partial Q_a}.\tag{12}$$

Example: $M=100$ u, $\Omega/2\pi=3.0$ THz, $D=2.0$ eV/Å, $d=1.0$ eÅ, intensity FWHM 30 fs, $E_0=5.0\times10^7$ V/m. Hence $\Omega=0.01885$ rad/fs, $\hbar\Omega=12.407$ meV, $M\Omega^2=3.6825$ eV/Å$^2$, $M\Omega=195.36$ eV fs/Å$^2$, $\sigma=12.740$ fs, $\sqrt{2\pi}\sigma=31.934$ fs, $e^{-\Omega^2\sigma^2/2}=0.9716$, $\hbar/2\sigma=25.8$ meV, $dE_0=5.0$ meV. The joint density of states is $\varrho=(2/\pi\Lambda^2)\sqrt{\Lambda^2-u^2}$, $u=z-\Delta_0$, $\Delta_0=2.5$ eV, $\Lambda=1$ eV:

$$G=-\frac{2}{\Lambda^2}(u-r),\qquad G'=-\frac2{\Lambda^2}\Big(1-\frac ur\Big),\qquad r=\sqrt{u-\Lambda}\,\sqrt{u+\Lambda},\tag{13}$$

with principal roots and $u\to u+i0$. A program tests the results; its Fock model is a two-level system with a quantised phonon.

**Pump at 2.5 eV.** Here $u=0$, ${\rm Im}G=2.0000$ eV$^{-1}$ and $2\,{\rm Im}G/\hbar\Omega=4/0.012407=322.4$ eV$^{-2}$. At $z=-2.5$ eV, $u=-5$ eV and $G'=2(5/\sqrt{24}-1)=0.0412$ eV$^{-2}$. Writing $2\,{\rm Im}G/\hbar$ as $322.4\times\Omega$, equation (9) gives

$$n_\infty=\frac{0.005^2}{4}\times322.4\times0.01885\times31.934=1.213\times10^{-3}\ \text{per cell}.$$

The force is $-2.0\times1.213\times10^{-3}$ eV/Å $=-2.426$ meV/Å, so $Q_{\rm eq}=-2.426\times10^{-3}/3.6825$ Å $=-65.87$ fm (1 Å $=10^5$ fm) and $A_c=65.87\times0.9716=64.00$ fm. The phase is $\tan\varphi=(-2.0000+0.0412)/322.4=-6.08\times10^{-3}$, $\varphi=-0.348^\circ$, and $A_s=-A_c\tan\varphi=0.389$ fm.

The direct integration of the Schrödinger and oscillator equations was run at $E_0$ and at $0.02E_0$. The weak run gives $\varphi=-0.348^\circ$; its ${\rm Im}\tilde F$, its $n_\infty$ and its ratio $A_c/Q_{\rm eq}$ are tested against (8), (9) and (10) to $10^{-3}$ relative, and its small ${\rm Re}\tilde F$ to 2%. At the full field, $n_\infty=1.200\times10^{-3}$, $Q_{\rm eq}=-65.17$ fm and $A_c=63.34$ fm, each about 1% below the second-order value. The size is that of saturation: an exactly resonant transition with pulse area $\vartheta=0.343$ rad has $\sin^2(\vartheta/2)=(\vartheta/2)^2(1-\vartheta^2/12+\dots)$, and $\vartheta^2/12=0.0098$. This estimate ignores the detuned transitions and fixes only the scale of the observed $1-1.1999/1.2129=0.0107$, of which about $3\times10^{-4}$ is not saturation but the bandwidth correction $\frac12(\hbar/2\sigma)^2\,{\rm Im}G''/{\rm Im}G$ to (9).

The sine part behaves differently: at the full field $A_s=0.211$ fm and $\varphi=-0.191^\circ$, against 0.389 fm and $-0.348^\circ$. Only the field differs between the two runs, so the change is of higher order in $E$. It amounts to 0.178 fm, which is 0.3% of $A_c$ but 46% of the second-order $A_s$. By $\varphi=-\Omega t_0$, the change of $+0.157^\circ$ equals an advance of the step by 0.15 fs. That saturation produces this advance by weakening absorption in the second half of the pulse is a conjecture consistent with the sign; it is not tested. In this example, where the second-order phase is small, the residual phase in (10) changes in relative terms far more with field strength than the cosine amplitude does.

The gap shift at the new equilibrium is $|DQ_{\rm eq}|=1.30$ meV, which is 5% of the bandwidth and about $10^{-3}$ of $\Lambda$, the scale on which $G$ varies at mid-band. While the pulse is on, the atoms have covered only part of the way to $Q_{\rm eq}$, so the neglected back-action is smaller still.

**Pump at 1.0 eV.** With $u=-1.5$ and $-3.5$ eV, $G'(\hbar\omega)=2(1.5/\sqrt{1.25}-1)=0.6833$ and $G'(-\hbar\omega)=2(3.5/\sqrt{11.25}-1)=0.0870$ eV$^{-2}$. The antiresonant term is 11% of the sum. Then $\partial_Q\alpha=-2.0\times0.7703=-1.5406$ e$^2$Å/eV, the peak force with $E_0=0.005$ V/Å is $-1.5406\times0.005^2/4=-9.63\ \mu$eV/Å, and

$$A_s=\frac{-9.628\times10^{-6}\times31.934\times0.9716}{195.36}\ \text{Å}=-0.1529\ \text{fm}.$$

Equation (7) and the direct integration both give $-0.1533$ fm, slightly larger in magnitude than (11). Since (7) differs from (11) only by the expansion leading to (8), the second-order term stated after (8) gives the size: differentiating (13) twice gives $G'''=6u/r^5$, equal to 5.15 and 0.05 eV$^{-4}$ at the two values of $u$; the coefficient $\frac12(\hbar/2\sigma)^2+\frac1{24}(\hbar\Omega)^2=3.40\times10^{-4}$ eV$^2$ is dominated by the bandwidth, and the relative correction to (11) is $5.20\times3.40\times10^{-4}/0.7703=0.2\%$. The integration leaves $|A_c/A_s|=1.9\times10^{-9}$ and $n=1.5\times10^{-15}$ per cell; whether these residues are higher-order absorption or integration error was not determined. The asserted bound is $|A_c/A_s|<10^{-3}$.

At equal field the prefactors of (8) cancel in the ratio of the two amplitudes, $|A_c(2.5)/A_s(1.0)|=322.4/0.7703=419$. The factor $1/\hbar\Omega$ in place of an inverse detuning comes from the transform $iF_0/\Omega$ of a step that outlasts the period. The period sets this factor, not the carrier lifetime: once the carriers live much longer than $1/\Omega$, a still longer life does not increase the amplitude.

**Pump at 1.5 eV.** At the band edge $G'$ diverges and only (7) applies. It gives $A_c=6.024$ fm, $A_s=-1.125$ fm, $\tan\varphi=1.125/6.024$ and $\varphi=10.58^\circ$; the weak run gives $10.58^\circ$. For all three pumps the complex $\tilde F$ of the weak run is tested against (7) to $10^{-3}$ relative.

## A.5 Which modes are driven

Let $\mathcal G$ be the symmetry group of the equilibrium structure. An element $R$ acts on the electrons by a unitary $U_R$ and on the mode coordinates by a real orthogonal matrix $\Gamma(R)$, $Q_b\to\sum_a\Gamma_{ba}Q_a$. Transforming nuclei and electrons together changes nothing, so $H(\Gamma Q)=U_RH(Q)U_R^\dagger$. Differentiating with respect to $Q_a$ at $Q=0$, with $O_a=\partial H/\partial Q_a$,

$$\sum_bO_b\Gamma_{ba}(R)=U_RO_aU_R^\dagger .$$

Assume $U_R\,\delta\rho\,U_R^\dagger=\delta\rho$ for all $R$. Invariance of the trace under conjugation gives $F_a=-{\rm Tr}(U_R\delta\rho U_R^\dagger\,U_RO_aU_R^\dagger)=\sum_bF_b\Gamma_{ba}(R)$. Averaging over the group,

$$F_a=\sum_bF_b\,\Pi_{ba},\qquad\Pi=\frac1{|\mathcal G|}\sum_R\Gamma(R).\tag{14}$$

As $R$ runs over the group so does $SR$, hence $\Gamma(S)\Pi=\Pi$ and every column of $\Pi$ is a vector left fixed by all $S$. In an irreducible representation the fixed vectors form an invariant subspace, which is either everything (the fully symmetric representation, $\Pi=1$) or zero ($\Pi=0$). An invariant $\delta\rho$ therefore exerts a force on fully symmetric modes only.

The assumption holds whenever the occupations depend on energy alone, since $\rho=f(H_{\rm el})$ commutes with every $U_R$; hot carriers described by a temperature and chemical potentials are of this kind. A crystal with no fully symmetric optical mode at $\mathbf q=0$ then shows no displacive optical oscillation in its unperturbed bulk. A built-in static field, as in a surface depletion layer or a junction, reduces $\mathcal G$ to the elements that preserve the field, and modes fully symmetric under that smaller group, including polar ones, can be pushed. The assumption can fail directly after a polarised pump: unless every $R$ maps the polarisation $\mathbf e$ to $\pm\mathbf e$, as for light polarised along the principal axis of a uniaxial crystal, the pump may fill equivalent valleys or the partners of a degenerate level unevenly. Other modes are then pushed until scattering symmetrises $\delta\rho$, and section A.6 gives the phase such a short-lived force produces.

For the Raman force (12), covariance reads $\alpha_{ij}(\Gamma Q)=\sum_{kl}R_{ik}R_{jl}\alpha_{kl}(Q)$, with $R_{ik}$ the Cartesian matrix, and differentiation gives $\sum_b\partial_b\alpha_{ij}\,\Gamma_{ba}=\sum_{kl}R_{ik}R_{jl}\,\partial_a\alpha_{kl}$. Only the symmetric part of the tensor enters (12). The linear map from modes to symmetric tensors commutes with the group, so its kernel is an invariant subspace; for an irreducible $\Gamma$ the map is zero or one-to-one, and it can be nonzero only if $\Gamma$ occurs in the symmetric square of the vector representation. For inversion and an odd mode, $R_{ik}=-\delta_{ik}$ and $\Gamma=-1$ give $-\partial_a\alpha=\partial_a\alpha=0$. The light supplies the anisotropy through $e_ie_j$, so all Raman-active modes can be driven, fully symmetric or not. An infrared-active mode also feels a force linear in $E$, whose transform at $\Omega$ is proportional to $e^{-\sigma^2(\omega-\Omega)^2}$; it is negligible for $\omega\gg\Omega$ and a many-cycle pulse, and is not negligible for a pump near the phonon frequency.

### Square model

One carrier of unit charge hops on four sites at $(\pm\frac12,\pm\frac12)$ with $H_{ij}=-t(r_{ij})$, $t(r)=e^{-2(r-1)}$, so that $\delta t=-2t\,\delta r$, in model units with $\hbar=1$. The dipole is the site position and moves with the sites. The normalised in-plane modes are $\mathbf u_i=(x_i,y_i)/\sqrt2$ ($A_{1g}$), $(x_i,-y_i)/\sqrt2$ ($B_{1g}$), $(y_i,x_i)/\sqrt2$ ($B_{2g}$), and an odd doublet $E_u$ in which neighbouring sites move oppositely along $x$ or $y$. With hoppings $t_x,t_y$ along the edges and $t_d$ along the diagonals, the uniform ground state has energy $-t_x-t_y-t_d$, and the state $e_x$ with amplitudes ${\rm sign}(x_i)/2$ has $t_x-t_y+t_d$; $e_y$ follows by $x\leftrightarrow y$. The gap is $2+2t_d=2.8735$, so $2t_d=0.8735$.

The dipole along $\mathbf e=(\cos\theta,\sin\theta)$ takes the ground state to $\cos\theta\,e_x+\sin\theta\,e_y$, here with $\theta=0.3$ rad. The forces per promoted carrier follow from first-order energy shifts. For $A_{1g}$ the edges lengthen by $Q/\sqrt2$ and the diagonals by $Q$, so $F=-\partial_Q(2t+2t_d)=2\sqrt2+4t_d=2.82843+1.74694=4.5754$ for any state of the doublet. For $B_{1g}$, $\delta t_x=-\sqrt2Q=-\delta t_y$ and the diagonals and the ground energy are unchanged at first order, so $e_x$ and $e_y$ give $\pm2\sqrt2$, $O$ has no element between them, and $F=2\sqrt2\cos2\theta=2.3344$. For $B_{2g}$ the edges are unchanged and the diagonals change by $\pm Q$; the states $(e_x\pm e_y)/\sqrt2$ each live on one diagonal with energy $+t$ of that diagonal, giving $\pm2t_d$ with weights $(1\pm\sin2\theta)/2$, so $F=2t_d\sin2\theta=0.4932$. An equal mixture of $e_x$ and $e_y$ cancels both $B$ forces. These values equal the printed ones, obtained from finite differences of $H$.

| mode | $F$, equal mixture | $F$, polarised | $\partial_Q\alpha_{ee}$ | impulse, (12) | impulse, direct |
|---|---|---|---|---|---|
| $A_{1g}$ | 4.5754 | 4.5754 | 0.7754 | 0.002916 | 0.002918 |
| $B_{1g}$ | 0 | 2.3344 | 0.4896 | 0.001841 | 0.001842 |
| $B_{2g}$ | 0 | 0.4932 | 0.1678 | 0.000631 | 0.000631 |
| $E_u$ | 0 | 0 | 0 | 0 | 0 |

The last three columns are for a transparent pulse with $\omega=1.2$, $\sigma=15$, $E_0=0.02$. The impulse is $P=\int F\,dt$, so that $\tilde F(\Omega)=Pe^{-\Omega^2\sigma^2/2}$ under (12); for $A_{1g}$, $\frac14\times0.7754\times0.02^2\times\sqrt{2\pi}\times15=2.92\times10^{-3}$. The direct column integrates $-\langle\partial_QH(t)\rangle$, including the $Q$-dependence of the dipole, along the Schrödinger solution at $Q=0$, and is tested against (12) to 1%. In the plane, the symmetric square of the vector contains $x^2+y^2$, $x^2-y^2$ and $xy$, which are $A_{1g}$, $B_{1g}$ and $B_{2g}$. The program also tests (14) with a random density matrix, which pushes every mode, and with its group average, which pushes $A_{1g}$ alone.

## A.6 Finite force lifetime and damping

Let the force decay, $F=F_0e^{-\Gamma t}\theta(t)$, and add a damping rate $\gamma<\Omega$: $\ddot Q+2\gamma\dot Q+\Omega^2Q=F/M$. The trial solution $Ce^{-\Gamma t}$ gives $C(\Gamma^2-2\gamma\Gamma+\Omega^2)=F_0/M$. With $\Omega_1^2=\Omega^2-\gamma^2$ the bracket is $\Omega_1^2+(\Gamma-\gamma)^2$. Add the homogeneous solution $e^{-\gamma t}(p\cos\Omega_1t+q\sin\Omega_1t)$. The condition $Q(0)=0$ gives $p=-C$, and $\dot Q(0)=-\Gamma C-\gamma p+\Omega_1q=0$ gives $q=C(\Gamma-\gamma)/\Omega_1$. Setting $\tan\varphi=(\Gamma-\gamma)/\Omega_1$, one has $\cos\Omega_1t-\tan\varphi\sin\Omega_1t=\cos(\Omega_1t+\varphi)/\cos\varphi$, and

$$Q=C\Big[e^{-\Gamma t}-\frac{e^{-\gamma t}\cos(\Omega_1t+\varphi)}{\cos\varphi}\Big],\qquad\tan\varphi=\frac{\Gamma-\gamma}{\Omega_1},\qquad\mathcal A=\frac{C}{\cos\varphi}=\frac{F_0\cos\varphi}{M\Omega_1^2},\tag{15}$$

where the last form uses $\Omega_1^2+(\Gamma-\gamma)^2=\Omega_1^2/\cos^2\varphi$. For $\Gamma,\gamma\ll\Omega$ this is the cosine. For $\Gamma\gg\Omega$, $\varphi\to90^\circ$, $\cos\varphi\to\Omega_1/\Gamma$, and the oscillation is $(F_0/\Gamma)\sin\Omega_1t\,e^{-\gamma t}/M\Omega_1$, the response to an impulse $P=F_0/\Gamma$. A sine phase therefore does not by itself identify a virtual Raman process: real carriers whose force is short-lived give the same phase.

For a Gaussian pulse with $\dot n=g-\Gamma n$, the response is (15) convolved with $g$. Each term $e^{st}$ becomes $\int^tg(t')e^{s(t-t')}dt'=e^{st}e^{s^2\sigma^2/2}$, by completing the square, once $t$ lies several $\sigma$ beyond the centre $-{\rm Re}\,s\,\sigma^2$ of the integrand. For $s=-\gamma+i\Omega_1$, $s^2=\gamma^2-\Omega_1^2-2i\gamma\Omega_1$, so the amplitude gains $e^{-(\Omega_1^2-\gamma^2)\sigma^2/2}$ and the phase gains $-\gamma\Omega_1\sigma^2$. The program tests this form against numerical integration to $10^{-6}$ of the largest displacement.

With the mode of A.4 and $1/\gamma=3000$ fs, the pulse adds $-0.058^\circ$. A symmetric population with $1/\Gamma=5000$ fs has $\tan\varphi=(1/5000-1/3000)/0.01885=-7.07\times10^{-3}$, $\varphi=-0.41^\circ$, and $\mathcal AM\Omega^2/F_0=1.0003$. An anisotropy that lasts $1/\Gamma=10$ fs has $\tan\varphi=(0.1-1/3000)/0.01885=5.29$, $\varphi=79.29^\circ$, and $\mathcal AM\Omega^2/F_0=0.186$: a lower-symmetry mode driven this way is close to a sine and, for equal $F_0$, about five times weaker than under a lasting step.

## A.7 Implementation

For the direct integration, write the state of transition $k$ as $g_k|g\rangle+e_ke^{-i\Delta_kt/\hbar}|e\rangle$, which removes the free oscillation, and advance electrons and oscillator together:

$$\dot g_k=\frac{i}{\hbar}dE\,e^{-i\Delta_kt/\hbar}e_k,\quad\dot e_k=\frac i\hbar dE\,e^{i\Delta_kt/\hbar}g_k,\quad\ddot Q=-\Omega^2Q-\frac DM\sum_kw_k|e_k|^2 .$$

The time step must resolve the fastest phase, $\omega+\Delta_{\max}/\hbar$. At a time $T$ after the pulse, form $x=Q(T)-Q_{\rm eq}$ with $Q_{\rm eq}=-Dn(T)/M\Omega^2$, and $v=\dot Q(T)/\Omega$. Equation (5) gives $x=A_s\sin\Omega T+A_c\cos\Omega T$ and $v=A_s\cos\Omega T-A_c\sin\Omega T$, which invert to

$$A_s=x\sin\Omega T+v\cos\Omega T,\qquad A_c=x\cos\Omega T-v\sin\Omega T .$$

For the semi-ellipse, $\Delta=\Delta_0+\Lambda\cos\chi$ turns $\varrho\,d\Delta$ into $(2/\pi)\sin^2\chi\,d\chi$, and a uniform grid $\chi_j=j\pi/(N+1)$, $j=1,\dots,N$, gives $w_j=2\sin^2\chi_j/(N+1)$. A discrete set of gaps with spacing $\delta$ rephases after $2\pi\hbar/\delta$. The widest spacing here is $\pi\Lambda/(N+1)$, so the shortest rephasing time is $2\hbar(N+1)/\Lambda$. Because $e_k$ is constant once $E$ vanishes, only time differences within the pulse enter $n(t)$; the rephasing time must therefore exceed the duration over which the field is appreciable, many $\sigma$, while $T$ after the pulse is not limited by it. Keeping the whole window $2T$ below the rephasing time, as the program does, is sufficient. The same condition on $\delta$ applies to a $k$-point mesh.

In a first-principles calculation, $M$ and $\Omega$ come from the dynamical matrix with the eigenvector normalised consistently with $Q$, $D_k$ from the band shifts under a frozen displacement along the mode, and $d_k$ from the optical matrix elements along $\mathbf e$. Below the gap, (12) needs only a finite difference of the frequency-dependent polarisability per cell, and includes the off-diagonal couplings and the change of the dipoles that the band model leaves out. Above the gap, (7) gives the force as created by the diagonal couplings $D_k$ alone. It leaves out the coherence between nearby levels, which can push lower-symmetry modes through off-diagonal couplings and has to be computed from the full density matrix in (3). The fully symmetric and lower-symmetry forces then need their own decay rates $\Gamma$ from a carrier-scattering calculation before (15) gives the phase.

The program and its output follow; there W stands for $\Omega$, Wb for $\Lambda$, s for $\sigma$ and K for $M\Omega^2$.

## Table of computed values

```
Fock model off-resonant: As/formula = 1.0030, |Ac/As| = 1.8e-07
M = 100 u, f = 3.0 THz, D = 2.0 eV/A, d = 1.0 e A
band 1.5-3.5 eV, E0 = 5.0e+07 V/m, d E0 = 5.0 meV
W = 0.01885 rad/fs, hbar W = 12.407 meV, period = 333.3 fs
M W^2 = 3.6825 eV/A^2, M W = 195.36 eV fs/A^2
FWHM = 30 fs, sigma = 12.740 fs, sqrt(2pi) sigma = 31.934 fs
exp(-W^2 s^2/2) = 0.9716, bandwidth hbar/(2 sigma) = 25.8 meV
vacuum-equivalent fluence = 0.0106 mJ/cm^2
resonant pulse area = 0.343 rad, weak run field factor = 0.02
2.5 eV: Im G = 2.0000 1/eV, 2 Im G/(hbar W) = 322.4 1/eV^2
2.5 eV: Re G'(w) = -2.0000, G'(-w) = 0.0412 1/eV^2
2.5 eV: n formula = 1.2129e-03, n Schroedinger = 1.1999e-03 per cell
2.5 eV: force = -2.426 meV/A, Qeq formula = -65.87 fm
2.5 eV formula: Ac = 64.00 fm, As = 0.389 fm
2.5 eV Schroedinger: Qeq = -65.17, Ac = 63.34, As = 0.211 fm
2.5 eV phase: formula -0.348, weak -0.348, full -0.191 deg
2.5 eV back-action |D Qeq| = 1.30 meV
1.0 eV: G'(w) = 0.6833, G'(-w) = 0.0870 1/eV^2
1.0 eV: dalpha/dQ = -1.5406 e^2 A/eV, peak force = -9.628 ueV/A
1.0 eV: As Raman = -0.1529, exact = -0.1533, Schroedinger = -0.1533 fm
1.0 eV: |Ac/As| = 1.9e-09, n final = 1.5e-15 per cell
amplitude ratio |Ac(2.5)/As(1.0)| formula = 419
1.5 eV exact: Ac = 6.024 fm, As = -1.125 fm
1.5 eV phase: exact 10.58, weak run 10.58 deg
1/gam = 3000 fs, W1 = 0.01885 rad/fs, pulse phase shift = -0.058 deg
1/Gam = 5000 fs: phi = -0.41 deg, step amplitude*K/F0 = 1.0003
1/Gam = 10 fs: phi = 79.29 deg, step amplitude*K/F0 = 0.1859
square model: gap = 2.8735, w = 1.2, sigma = 15.0, E0 = 0.02, angle = 0.3 rad
mode: F(symmetric) F(polarised) dalpha/dQ impulse(formula) impulse(Schroedinger), model units
A1g: 4.5754 4.5754 0.7754 0.002916 0.002918
B1g: 0.0000 2.3344 0.4896 0.001841 0.001842
B2g: 0.0000 0.4932 0.1678 0.000631 0.000631
Eu_x: 0.0000 0.0000 0.0000 0.000000 0.000000
Eu_y: 0.0000 0.0000 0.0000 0.000000 0.000000
```
